# Zeroth-order selection rules for g-type and f-type phonon scattering in silicon, part 2

Silicon has conduction valleys at \(\pm k_0\) on the cubic axes. Which phonons can scatter an electron between the minima of opposite valleys (g-type) or of valleys on different axes (f-type)? The assumptions are a perfect diamond crystal, a nondegenerate valley with \(1/2<k_0<1\), no spin-orbit coupling, no magnetic order, and a potential change linear in the displacements. Hartree atomic units are used; bracketed wavevector components are in units of \(2\pi/a\).

Sublattice B is offset from A by \(\boldsymbol\tau=(a/4)(1,1,1)\). An operation \(S=\{R|\mathbf t\}\) has \(\mathbf t=0\) if it keeps the sublattices and \(\mathbf t=\boldsymbol\tau\) if it exchanges them. Atom \(j\), on sublattice \(\kappa\), moves by \(\mathbf e_\kappa e^{i\mathbf q\cdot\mathbf r_j}\), giving the coupling operator

\[
O_{\mathbf q}[e]=\sum_j e^{i\mathbf q\cdot\mathbf r_j}\,\mathbf e_\kappa\cdot\mathbf V_j .
\]

Each component of \(\mathbf V_j=\partial V/\partial\mathbf u_j\) is Hermitian and unchanged by time reversal \(T\). The matrix element is \(M=\langle\psi_{\mathbf k'}|O_{\mathbf q}|\psi_{\mathbf k}\rangle\), with unreduced \(\mathbf q=\mathbf k'-\mathbf k\), and \(D=\sqrt2|M|\). The scattering amplitude is \(D(2\rho\Omega\omega)^{-1/2}\), with mass density \(\rho\), crystal volume \(\Omega\) and phonon frequency \(\omega\).

With the factors \(e^{-i\mathbf k\cdot\mathbf t}\) and \(e^{-i\mathbf q\cdot\mathbf t}\) removed, the characters of \(S\) are \(\chi,\chi'\) for the initial and final electron and \(\chi_{\rm ph}\) for the phonon. If \(S\) fixes both valleys, a nonzero \(M\) requires \(\chi'\chi_{\rm ph}\chi=1\). The label \(\Delta_1\) means \(\chi=1\) throughout; \(\Delta_2'\) means \(-1\) for screws and glides and \(+1\) for the rest. Reducing to \(\bar{\mathbf q}=\mathbf q+\mathbf G\) changes the pattern to \(\bar{\mathbf e}_\kappa=\mathbf e_\kappa\,e^{-i\mathbf G\cdot\mathbf r_j}\).

For g-type scattering along \(x\), only LO is allowed. At the unreduced \(\mathbf q\), LO is even and LA odd under the fourfold screws.

For f-type scattering, \(\mathbf k=(k_0,0,0)\), \(\mathbf k'=(0,k_0,0)\) and \(\mathbf q=(-k_0,k_0,0)\). Displacements are resolved along \(L\parallel(-1,1,0)\), \(P\parallel(1,1,0)\) and \(z\). The glide \(\{\sigma_z|\boldsymbol\tau\}\) requires \(\chi_{\rm ph}(\sigma_z)=+1\), leaving \(L\) in phase, \(P\) in phase and \(z\) out of phase. One more must be excluded.

A model crystal with the diamond space group, not a prediction for silicon, tests the rules. It has \(a=10\) bohr, a \(\Delta_1\) valley at \(k_0=0.855\), and g-type LO values \(\omega=2.530\) mHa and \(D=0.0999\) Ha/bohr.

### The condition from time reversal

The missing condition comes from an operation that exchanges the valleys. Let \(\sigma_{110}\) be the mirror \((x,y,z)\to(-y,-x,z)\), which has \(\mathbf t=0\), and define \(A=T\sigma_{110}\). The mirror sends \((k_0,0,0)\) to \((0,-k_0,0)\), and \(T\) reverses this to \((0,k_0,0)\). In the same way \(A\) sends \(\mathbf k'\) to \(\mathbf k\). Hence

\[
A\psi_{\mathbf k}=e^{i\alpha}\psi_{\mathbf k'},\qquad A\psi_{\mathbf k'}=e^{i\beta}\psi_{\mathbf k}.
\]

Without spin, \(T^2=1\). The mirror also squares to 1 and commutes with \(T\), so \(A^2=1\). Because \(A\) conjugates numbers,

\[
\psi_{\mathbf k}=A^2\psi_{\mathbf k}=e^{-i\alpha}A\psi_{\mathbf k'}=e^{i(\beta-\alpha)}\psi_{\mathbf k},
\]

which gives \(e^{i\alpha}=e^{i\beta}\).

The mirror fixes \(\mathbf q\), since \((-k_0,k_0,0)\) is sent to itself, and multiplies the phonon operator by \(\chi_{\rm ph}(\sigma_{110})=\pm1\). Time reversal conjugates the coefficients \(\mathbf e_\kappa e^{i\mathbf q\cdot\mathbf r_j}\) and leaves the Hermitian operators \(\mathbf V_j\) unchanged. The result is the adjoint:

\[
A\,O_{\mathbf q}A^{-1}=\chi_{\rm ph}(\sigma_{110})\,O_{\mathbf q}^\dagger .
\]

An antiunitary operator obeys \(\langle\phi|\psi\rangle=\langle A\phi|A\psi\rangle^*\). Therefore

\[
\begin{aligned}
M&=\langle A\psi_{\mathbf k'}|AO_{\mathbf q}A^{-1}|A\psi_{\mathbf k}\rangle^*\\
&=\chi_{\rm ph}(\sigma_{110})\left[e^{i(\alpha-\beta)}\langle\psi_{\mathbf k}|O_{\mathbf q}^\dagger|\psi_{\mathbf k'}\rangle\right]^*\\
&=\chi_{\rm ph}(\sigma_{110})\,M .
\end{aligned}
\]

The last line uses \(\alpha=\beta\) and the definition of the adjoint. A nonzero coupling needs \(\chi_{\rm ph}(\sigma_{110})=+1\). The mirror reverses \(P\), so the in-phase \(P\) mode is removed.

For g-type scattering, \(T\) alone exchanges the valleys. The same calculation then has no mirror character and gives \(M=M\), which is no restriction.

### The six modes and their names

The signs under \((\sigma_{110},\sigma_z)\) divide the patterns into four sectors:

- \((+,+)\), called \(\Sigma_1\): \(L\) in phase and \(z\) out of phase;
- \((+,-)\): \(L\) out of phase and \(z\) in phase;
- \((-,+)\): \(P\) in phase;
- \((-,-)\): \(P\) out of phase.

Only the first sector passes both conditions. It contains two modes, each in general a mixture of its two patterns. Near \(\mathbf q=0\), \(L\) in phase is the longitudinal acoustic mode and \(z\) out of phase is a transverse optical mode. The allowed branches are accordingly called LA and TO, the names being carried along the line from \(\Gamma\).

In the model crystal the lower \(\Sigma_1\) branch starts with longitudinal weight 0.9998 and the upper with \(z\) weight 0.9998. Along the sampled line to the f-type wavevector their smallest separation is 0.460 mHa. This equals, to the digits given, the separation at the end point, \(2.359-1.899=0.460\) mHa. The branches stay apart, so the names are unambiguous here.

The polarizations nevertheless change. At the f-type wavevector the branch called LA has \(z\) weight 0.773, leaving 0.227 along \(L\); the branch called TO has these weights interchanged. The reduced wavevector explains why the first is still reasonably called longitudinal. Adding \(\mathbf G=(1,-1,1)\) gives \(\bar{\mathbf q}=(0.145,-0.145,1)\), which points nearly along \(z\).

This reduction also changes the sublattice phases. Now \(\mathbf G\cdot\boldsymbol\tau=\pi/2\), so the B component acquires a factor \(e^{-i\pi/2}=-i\). A \(z\) pattern with \(e_B=-e_A\) becomes \(\bar e_B=i\bar e_A\). At the reduced wavevector it is neither in phase nor out of phase, and a classification by relative sign would fail. The sectors should be evaluated at the unreduced \(\mathbf q\).

### f-type numbers

The same model crystal gives:

| mode | sector | \(\omega\) (mHa) | \(D\) (Ha/bohr) |
|---|---|---|---|
| TA(110) | \((-,+)\) | 1.102 | below \(10^{-15}\) |
| TA(z) | \((+,-)\) | 1.235 | below \(10^{-15}\) |
| LA | \((+,+)\) | 1.899 | 0.0439 |
| LO | \((+,-)\) | 1.950 | \(3.1\times10^{-15}\) |
| TO(110) | \((-,-)\) | 2.324 | \(1.2\times10^{-15}\) |
| TO(z) | \((+,+)\) | 2.359 | 0.0709 |

The names TA(z) and LO denote the lower and upper modes of their sector; these branches were not followed from \(\Gamma\). The names don't describe the polarizations at this wavevector: the mode called TA(z) has \(z\) weight 0.039, and the one called LO has 0.961. The allowed values are \(2.26\times10^8\) eV/cm for LA and \(3.65\times10^8\) eV/cm for TO. The other three f-type destinations were tested and give the same frequencies and couplings.

The forbidden LO mode lies only 0.051 mHa above the allowed LA mode. Frequency alone is a poor guide to which of the two is allowed at the valley minima.

### Two different bands

The rules assume that both states belong to the same band. The next band at \(k_0\) in the model has characters \(-1\) for the screw and the glide and \(+1\) for the diagonal mirror, so it is \(\Delta_2'\). Scattering within that band was tested and follows the same rules as the valley band, as the cancellation of \(\chi'\chi\) requires.

For a transition from \(\Delta_1\) to \(\Delta_2'\), \(\chi'\chi=-1\) for screws and glides. In the g-type case the phonon must be odd under the screw at the unreduced wavevector. That selects LA, for which the model gives 0.0458 Ha/bohr, while LO vanishes.

In the f-type case the phonon must be odd under \(\sigma_z\). The antiunitary operation no longer returns the same matrix element. It relates \(\Delta_1\to\Delta_2'\) to \(\Delta_2'\to\Delta_1\) and so forbids neither. All three \(\sigma_z\)-odd modes can couple, and the model gives 0.0090, 0.0689 and 0.0292 Ha/bohr for TA(z), LO and TO(110). The last is odd under \(\sigma_{110}\). Its presence shows that the mirror condition belongs to transitions within one band.

### Away from the valley minima

Electrons at finite energy are not exactly at the minima. Let the initial g-type state be displaced by \(\boldsymbol\delta\), with the final state fixed. The phases of states and modes can be chosen by requiring, after removal of the plane-wave factor due to \(\boldsymbol\delta\), a positive overlap with their values at \(\boldsymbol\delta=0\). For a nondegenerate mode the earlier argument then gives

\[
M(R\boldsymbol\delta)=\chi_{\rm ph}(S)\,M(\boldsymbol\delta).
\]

For LA, \(\chi_{\rm ph}\) at the unreduced wavevector is \(+1\) for \(C_{2x}\) and for \(y\leftrightarrow z\), and \(-1\) for the screws. The rotation \(C_{2x}\) excludes terms of odd total degree in \(\delta_y\) and \(\delta_z\). The screw excludes any power of \(\delta_x\) alone. Among the quadratic terms, \(\delta_y^2+\delta_z^2\) is even under the screw, and \(\delta_y^2-\delta_z^2\) is odd under \(y\leftrightarrow z\). The surviving term is \(\delta_y\delta_z\).

The TA pair transforms as the two-dimensional representation of the axis group, and so does \((\delta_y,\delta_z)\). A linear coupling is therefore permitted.

With \(\delta_y=\delta_z\) equal to 0.004 and then 0.002, the LA value falls from \(9.19\times10^{-5}\) to \(2.30\times10^{-5}\) Ha/bohr, a factor of 4.00. The TA value, the root of the summed squares over the pair, falls from \(1.087\times10^{-3}\) to \(5.45\times10^{-4}\), a factor of 2.00. The fitted powers are 1.999 and 0.997. Scattering rates contain \(D^2\), so they start at fourth order for LA and at second order for TA.

For f-type scattering between states on their axes but at unequal distances \(k_1\) and \(k_2\), the glide still applies, whereas \(A\) interchanges the distances. With suitable phases it gives \(M(k_1,k_2)=-M(k_2,k_1)\) for the in-phase \(P\) mode. That coupling vanishes at \(k_1=k_2\) and may be linear in \(k_1-k_2\).

### When symmetry is lost

If the two sublattices carry different atoms, as in the zinc-blende III-V compounds, every operation with \(\mathbf t=\boldsymbol\tau\) disappears. For valleys on the same axes, \(C_{2x}\) still removes the transverse g-type modes, but the screw no longer separates LA from LO, and both may couple. For f-type scattering the glide condition is lost while \(A\) remains. The four modes even under \(\sigma_{110}\) may then couple.

With spin-orbit coupling, \(T^2\) and the square of the mirror both become \(-1\), so \(A^2=1\) still holds. In diamond, however, inversion and time reversal together make every band doubly degenerate, so the argument for a nondegenerate state cannot be used unchanged.

Strain removes a rule only if no remaining operation enforces it. Strain along [001], for example, removes the screw about \(x\). The glides that reverse \(y\) or \(z\) remain; they also exchange the sublattices and keep the \(x\) component, so LA stays forbidden in g-type scattering between the \(x\) valleys. A \(yz\) shear removes both the screws and these glides, and LA may then couple.

### Use in a transport calculation

Let \(g(E)\) be the density of states of one final valley per volume and per spin, and \(n\) the phonon occupation. The golden rule with the amplitude \(D(2\rho\Omega\omega)^{-1/2}\) gives, for one mode and one destination,

\[
W=2\pi\,\frac{D^2}{2\rho\Omega\omega}\,\Omega\left[n\,g(E+\omega)+(n+1)\,g(E-\omega)\right]
=\frac{\pi D^2}{\rho\omega}\left[\cdots\right].
\]

The bracket is the same in both forms. Each valley has one g-type and four f-type destinations. If \(D\) is defined for a single destination, as here, the factor four must be supplied separately.

The model shows the relative weights. For emission at low temperature, at energies where differences in \(g(E-\omega)\) can be neglected, the weight of a mode is \(D^2/\omega\) times the number of destinations. In Ha/bohr²,

\[
\begin{aligned}
\text{g, LO}:&\quad 0.0999^2/0.002530=3.9,\\
\text{f, LA}:&\quad 4\times0.0439^2/0.001899=4.1,\\
\text{f, TO}:&\quad 4\times0.0709^2/0.002359=8.5 .
\end{aligned}
\]

In this model f-type emission is thus about \((4.1+8.5)/3.9\approx3.2\) times as strong as g-type emission. The ratio depends on the potential and the springs. The list of modes allowed at the minima does not, as long as the stated assumptions hold, including \(1/2<k_0<1\).

These weights describe states at the minima only, and forbidden modes need not be negligible for thermal electrons. The model has a transverse mass of \(0.18\,m_e\), so an energy \(k_BT\) at 300 K corresponds to a transverse offset of about 0.03, five to ten times the offsets used above. With the initial state displaced by this amount along (0,1,1), the g-type TA coupling is 0.005 Ha/bohr. Because its frequency is low and its occupation high, its absorption weight \(D^2n/\omega\) is 0.10, against 0.30 for LO at the minimum. Modes close in frequency also mix: the g-type LO strength is shared between LO and one TO (0.077 and 0.063 Ha/bohr), and for an offset along \(z\) the f-type LO mode reaches 0.021 Ha/bohr while LA falls to 0.039. A room-temperature transport model should therefore estimate the forbidden modes at thermal wavevectors before dropping them.

Two conventions need checking when couplings come from another code. If its eigenvectors use the phase \(e^{i\mathbf q\cdot\mathbf R}\) of the cell, the B component must be multiplied by \(e^{-i\mathbf q\cdot\boldsymbol\tau}\), with the unreduced \(\mathbf q=\mathbf k'-\mathbf k\), before the characters at the unreduced wavevector are evaluated. Putting the reduced wavevector into this factor gives the reduced pattern instead, in which the allowed g-type LO mode is out of phase. Within a degenerate phonon pair the individual couplings depend on the arbitrary choice of eigenvectors, so the sum of \(D^2\) over the pair should be compared. The numerical output below lists the remaining digits.

## Calculated quantities

```
lattice constant = 10.0 bohr; atomic mass = 50000 m_e
form factors at |G|^2=3,8,11: -0.11, 0.02, 0.04 Ha
springs: stretch 0.100, bend 0.006 Ha/bohr^2
plane waves in valley basis = 129
coupling vs finite displacement, max error = 2.7e-08 Ha/bohr
valley position k0 = 0.8549 (2 pi/a)
characters (C4 screw, z glide, yz mirror):
  valley band: +1.000 +1.000 +1.000
  next band:   -1.000 -1.000 +1.000
g-type reduced q = (0.2903, 0, 0) (2 pi/a)
g modes: frequency [mHa], D [Ha/bohr], interband D [Ha/bohr]
  TA       0.4545  7.510e-17  8.429e-17
  TA       0.4545  1.106e-16  3.792e-17
  LA       0.6797  1.815e-15  4.582e-02
  LO       2.5297  9.991e-02  3.947e-15
  TO       2.5311  2.614e-15  8.688e-17
  TO       2.5311  1.333e-15  3.008e-17
sublattice phase product: LA +1.000, LO -1.000
f-type q = (-0.8549, 0.8549, 0) (2 pi/a)
f-type reduced q = (0.1451, -0.1451, 1.0000) (2 pi/a)
f modes: (s110,sz), frequency [mHa], z weight, D, interband D [Ha/bohr]
  TA(110)  (-1,+1) 1.1021  0.000  8.723e-17  2.481e-17
  TA(z)    (+1,-1) 1.2350  0.039  4.115e-16  8.995e-03
  LA       (+1,+1) 1.8994  0.773  4.394e-02  3.100e-15
  LO       (+1,-1) 1.9502  0.961  3.098e-15  6.890e-02
  TO(110)  (-1,-1) 2.3235  0.000  1.200e-15  2.920e-02
  TO(z)    (+1,+1) 2.3594  0.227  7.094e-02  1.240e-15
smallest gap of the two Sigma1 branches = 0.4600 mHa
near Gamma: lower Sigma1 longitudinal weight = 0.9998
near Gamma: upper Sigma1 z weight = 0.9998
g-type offsets dky = dkz = 0.004, 0.002 (2 pi/a)
  TA: D = 1.087e-03, 5.447e-04 Ha/bohr; power 0.997
  LA: D = 9.190e-05, 2.299e-05 Ha/bohr; power 1.999
allowed deformation potentials:
  g LO: 0.09991 Ha/bohr = 5.138e+08 eV/cm
  f LA: 0.04394 Ha/bohr = 2.259e+08 eV/cm
  f TO(z): 0.07094 Ha/bohr = 3.648e+08 eV/cm
```
